**Airy approximation of Coulomb functions at the turning point**

For $u=2\eta$, the program tests $F_0(u)=\sqrt\pi u^{1/6}\mathrm{Ai}(0)[1-\kappa u^{-4/3}-\lambda u^{-2}+\dots]$ and $G_0(u)=\sqrt\pi u^{1/6}\mathrm{Bi}(0)[1+\kappa u^{-4/3}-\lambda u^{-2}+\dots]$. Here $\eta$ is the repulsion parameter, $\rho=kr$ the scaled radius, $\kappa=0.12497$ and $\lambda=8/225$. Reference values come from the large-$\rho$ series and inward numerical integration of the differential equation; $F_0$ at the turning point is also compared with a separate library evaluation. The program asserts the exact integral forms at $\eta=3$, the inversion coefficients, the series of the separate integrals at $\eta=40$, and the turning-point values, slopes and powers of $\eta$. It also asserts that, for $|t|\le1.5$ with $\rho=u+u^{1/3}t$, the error is of about first order in $u^{-2/3}$ before the correction and of about second order after it. At $\eta=10$ the output shows $F_0=1.034274$ against $1.034276$ from the formula, and $G_0=1.799688$ against $1.799686$. Between $\eta=10$ and $40$ the deviations from the leading Airy values fall with powers $-1.350$ and $-1.316$, near the predicted $-4/3$.

## Verification by program

```python
"""Coulomb functions F_0, G_0 for strong repulsion near rho = 2 eta.

Equation: w'' + (1 - 2 eta/rho) w = 0; G_0 + i F_0 -> exp(i theta),
theta = rho - eta ln(2 rho) + arg Gamma(1 + i eta).
With u = 2 eta, eps = u**(-2/3), rho = u + u**(1/3) t, the result tested is
  F_0 = sqrt(pi) u**(1/6) {Ai(-t) + eps/5 [t Ai(-t) + t^2 Ai'(-t)] + ...},
the same for G_0 with Bi, and at t = 0
  F_0 = sqrt(pi) u**(1/6) Ai(0) [1 - kappa u**(-4/3) - lam u**(-2) + ...],
  G_0 = sqrt(pi) u**(1/6) Bi(0) [1 + kappa u**(-4/3) - lam u**(-2) + ...].
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import airy, gamma, loggamma


def reference(eta, rho_points):
    """Rows F, F', G, G' at descending rho, from the behaviour at infinity."""
    rho = eta**2 / 4 + 2 * eta + 40.0
    assert rho > rho_points[0]
    term, total, slope = 1.0 + 0j, 0j, 0j
    for k in range(200):
        total += term
        slope -= k * term / rho
        term *= (1 + 1j * eta + k) * (1j * eta + k) / ((k + 1) * 2j * rho)
        if abs(term) < 1e-17:
            break
    assert abs(term) < 1e-15
    theta = rho - eta * np.log(2 * rho) + loggamma(1 + 1j * eta).imag
    wave = np.exp(1j * theta)
    state = np.array([wave * total,
                      wave * (slope + 1j * (1 - eta / rho) * total)])
    rows = []
    for target in rho_points:
        sol = solve_ivp(lambda r, y: np.array([y[1], (2 * eta / r - 1) * y[0]]),
                        (rho, target), state, method="DOP853",
                        rtol=1e-13, atol=1e-14)
        assert sol.success
        state, rho = sol.y[:, -1], target
        rows.append([state[0].imag, state[1].imag,
                     state[0].real, state[1].real])
    return np.array(rows)


def real_integrals(eta, rho):
    """Cosine, sine and exponential integrals, with x = tanh(tau)."""
    def phase(tau):
        return 2 * eta * tau - rho * np.tanh(tau)
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=2000)
    c = quad(lambda s: np.cos(phase(s)) / np.cosh(s)**2, 0, 20, **opts)[0]
    s = quad(lambda s: np.sin(phase(s)) / np.cosh(s)**2, 0, 20, **opts)[0]

    def decaying(y):
        return np.exp(2 * eta * np.arctan(y) - rho * y)
    e = (quad(decaying, 0, 3, **opts)[0] + quad(decaying, 3, np.inf, **opts)[0])
    return c, s, e


def near_turning_point(eta, t, corrected):
    """Airy forms of F_0 and G_0, with or without the order-eps term."""
    u = 2 * eta
    eps = u**(-2 / 3) if corrected else 0.0
    ai, aip, bi, bip = airy(-t)
    scale = np.sqrt(np.pi) * u**(1 / 6)
    return (scale * (ai + eps / 5 * (t * ai + t**2 * aip)),
            scale * (bi + eps / 5 * (t * bi + t**2 * bip)))


AI0, AIP0, BI0, BIP0 = airy(0.0)
kappa = 2 / 35 * 3**(4 / 3) * gamma(2 / 3) / gamma(1 / 3)
lam = 8 / 225

# Exact integral forms, below, at and above the turning point of eta = 3
points = [9.0, 6.0, 4.0]
integral_error = 0.0
for rho, row in zip(points, reference(3.0, points)):
    c, s, e = real_integrals(3.0, rho)
    front = rho * np.sqrt((1 - np.exp(-6 * np.pi)) / (6 * np.pi))
    integral_error = max(integral_error, abs(front * c - row[0]),
                         abs(front * (s + e) - row[2]))
assert integral_error < 1e-8

# Inversion of q^3/3 = artanh(x) - x by Lagrange's formula
X = sp.symbols("X")
base = 1 + sp.Rational(3, 5) * X + sp.Rational(3, 7) * X**2 + X**3 / 3
coef = {}
for n in (1, 3, 5, 7):
    expansion = sp.series(base**sp.Rational(-n, 3), X, 0, 4).removeO()
    coef[n] = sp.expand(expansion).coeff(X, (n - 1) // 2) / n
assert coef[3] == sp.Rational(-1, 5)
assert coef[5] == sp.Rational(3, 175)
assert coef[7] == sp.Rational(2, 1575)

# Termwise expansion of each integral separately at eta = 40
u = 80.0
numeric = np.array(real_integrals(40.0, u))
series = np.zeros(3)
for n in (1, 3, 5, 7):
    size = float(coef[n]) * (3 / u)**(n / 3) * gamma(1 + n / 3)
    sign = (-1)**((n - 1) // 2)
    series += size * np.array([np.cos(np.pi * n / 6),
                               np.sin(np.pi * n / 6), sign])
series_error = np.max(np.abs(numeric - series))
assert series_error < 3e-7

# Values at the turning point for a range of eta
etas = [2.0, 5.0, 10.0, 20.0, 40.0]
table = {}
for eta in etas:
    u = 2 * eta
    row = reference(eta, [u])[0]
    regular = float(mp.coulombf(0, eta, u))
    assert abs(row[0] / regular - 1) < 1e-8
    f_lead, g_lead = near_turning_point(eta, 0.0, False)
    dev_f, dev_g = row[0] / f_lead - 1, row[2] / g_lead - 1
    first = kappa * u**(-4 / 3)
    rest_f, rest_g = dev_f + first, dev_g - first
    table[eta] = (row, f_lead, g_lead, dev_f, dev_g, rest_f, rest_g)
    if eta >= 5:
        for rest in (rest_f, rest_g):
            assert abs(rest) < 0.05 / u**2
            # 1e-8 allows for the error of the numerical integration
            assert abs(rest + lam / u**2) < 0.06 * u**(-10 / 3) + 1e-8


def power(a, b):
    """Power of eta measured between eta = 10 and eta = 40."""
    return np.log(abs(b / a)) / np.log(4)


low, high = table[10.0], table[40.0]
growth = [power(low[0][i], high[0][i]) for i in (0, 2)]
first_power = [power(low[i], high[i]) for i in (3, 4)]
second_power = [power(low[i], high[i]) for i in (5, 6)]
assert max(abs(p - 1 / 6) for p in growth) < 0.003
assert max(abs(p + 4 / 3) for p in first_power) < 0.06
assert max(abs(p + 2) for p in second_power) < 0.03

# Slopes at the turning point
slopes = {}
for eta in (10.0, 40.0):
    u = 2 * eta
    front = np.sqrt(np.pi) * u**(-1 / 6)
    df = front * (-AIP0 + u**(-2 / 3) / 5 * AI0)
    dg = front * (-BIP0 + u**(-2 / 3) / 5 * BI0)
    slopes[eta] = (df, dg)
assert abs(slopes[40.0][0] / high[0][1] - 1) < 1e-5
assert abs(slopes[40.0][1] / high[0][3] - 1) < 1e-5

# Error order in eps away from the turning point
t_grid = np.linspace(1.5, -1.5, 7)
errors = {}
for eta in (20.0, 80.0):
    u = 2 * eta
    rows = reference(eta, list(u + u**(1 / 3) * t_grid))
    scale = np.sqrt(np.pi) * u**(1 / 6)
    for corrected in (False, True):
        f, g = near_turning_point(eta, t_grid, corrected)
        errors[eta, corrected] = np.array([
            np.max(np.abs(f - rows[:, 0])),
            np.max(np.abs(g - rows[:, 2]))]) / scale
orders = {c: np.log(errors[20.0, c] / errors[80.0, c]) / np.log(4**(2 / 3))
          for c in (False, True)}
assert np.all(np.abs(orders[False] - 1) < 0.3)
assert np.all(np.abs(orders[True] - 2) < 0.3)

# Positron repelled by a fixed proton, atomic units
k = 0.1
eta = 1 / k
u = 2 * eta
hartree_ev = constants.value("Hartree energy in eV")
bohr_nm = constants.value("Bohr radius") * 1e9
radius = u / k
assert abs(1 / radius - k**2 / 2) < 1e-14
row, f_lead, g_lead = table[10.0][:3]
first = kappa * u**(-4 / 3)

print(f"Ai(0) = {AI0:.8f}, Bi(0) = {BI0:.8f} (dimensionless)")
print(f"Ai'(0) = {AIP0:.8f}, Bi'(0) = {BIP0:.8f} (dimensionless)")
print(f"kappa = {kappa:.8f}, lambda = {lam:.8f} (dimensionless)")
print("inversion coefficients q^3, q^5, q^7:", coef[3], coef[5], coef[7])
print(f"largest error of exact integrals, eta=3: {integral_error:.1e}")
print(f"largest error of integral series, eta=40: {series_error:.1e}")
print("Example: positron and fixed proton")
print(f"k = {k:.3f} per bohr, eta = {eta:.3f}, rho = {u:.3f}")
print(f"energy = {k**2/2:.6f} hartree = {k**2/2*hartree_ev:.6f} eV")
print(f"turning radius = {radius:.3f} bohr = {radius*bohr_nm:.4f} nm")
print(f"u^(1/6) = {u**(1/6):.7f}, eps = {u**(-2/3):.7f}")
print(f"first relative correction kappa u^(-4/3) = {first:.4e}")
print(f"second relative correction lambda/u^2 = {lam/u**2:.4e}")
print(f"F_0: leading {f_lead:.8f}, first corr. {f_lead*(1-first):.8f}")
print(f"F_0: second corr. {f_lead*(1-first-lam/u**2):.8f}, "
      f"reference {row[0]:.8f}")
print(f"G_0: leading {g_lead:.8f}, first corr. {g_lead*(1+first):.8f}")
print(f"G_0: second corr. {g_lead*(1+first-lam/u**2):.8f}, "
      f"reference {row[2]:.8f}")
print(f"G_0/F_0 = {row[2]/row[0]:.7f}, sqrt(3) = {np.sqrt(3):.7f}")
print(f"dF_0/drho: formula {slopes[10.0][0]:.7f}, reference {row[1]:.7f}")
print(f"dG_0/drho: formula {slopes[10.0][1]:.7f}, reference {row[3]:.7f}")
near_rhos = [u + u**(1 / 3), u - u**(1 / 3)]
for t, rho, near in zip((1.0, -1.0), near_rhos, reference(eta, near_rhos)):
    lead = near_turning_point(eta, t, False)
    corr = near_turning_point(eta, t, True)
    print(f"t = {t:+.0f}: rho = {rho:.5f}, r = {rho/k:.4f} bohr")
    for name, i, j in (("F_0", 0, 0), ("G_0", 1, 2)):
        print(f"  {name}: leading {lead[i]:.6f}, corrected {corr[i]:.6f}, "
              f"reference {near[j]:.6f}")
print("Turning-point values (dimensionless)")
for eta_i in etas:
    r, fl, gl, dev_f, dev_g, rest_f, rest_g = table[eta_i]
    print(f"eta={eta_i:.0f}: F_0={r[0]:.7f}, Airy {fl:.7f}; "
          f"G_0={r[2]:.7f}, Airy {gl:.7f}")
    print(f"  rel. deviation from Airy: F {dev_f:+.3e}, G {dev_g:+.3e}; "
          f"after first corr.: F {rest_f:+.3e}, G {rest_g:+.3e}")
print("Powers of eta measured between eta = 10 and 40")
print(f"values: F {growth[0]:.5f}, G {growth[1]:.5f}")
print(f"deviation from Airy: F {first_power[0]:.4f}, G {first_power[1]:.4f}")
print(f"after first corr.: F {second_power[0]:.4f}, G {second_power[1]:.4f}")
print("Error orders in eps for |t| <= 1.5, eta = 20 and 80")
print(f"leading: F {orders[False][0]:.3f}, G {orders[False][1]:.3f}")
print(f"corrected: F {orders[True][0]:.3f}, G {orders[True][1]:.3f}")
print("checks complete")
```

Output:

```
Ai(0) = 0.35502805, Bi(0) = 0.61492663 (dimensionless)
Ai'(0) = -0.25881940, Bi'(0) = 0.44828836 (dimensionless)
kappa = 0.12497334, lambda = 0.03555556 (dimensionless)
inversion coefficients q^3, q^5, q^7: -1/5 3/175 2/1575
largest error of exact integrals, eta=3: 7.6e-13
largest error of integral series, eta=40: 2.7e-08
Example: positron and fixed proton
k = 0.100 per bohr, eta = 10.000, rho = 20.000
energy = 0.005000 hartree = 0.136057 eV
turning radius = 200.000 bohr = 10.5835 nm
u^(1/6) = 1.6475490, eps = 0.1357209
first relative correction kappa u^(-4/3) = 2.3020e-03
second relative correction lambda/u^2 = 8.8889e-05
F_0: leading 1.03675453, first corr. 1.03436789
F_0: second corr. 1.03427573, reference 1.03427445
G_0: leading 1.79571152, first corr. 1.79984530
G_0: second corr. 1.79968568, reference 1.79968757
G_0/F_0 = 1.7400484, sqrt(3) = 1.7320508
dF_0/drho: formula 0.2888087, reference 0.2888118
dG_0/drho: formula -0.4643171, reference -0.4643149
t = +1: rho = 22.71442, r = 227.1442 bohr
  F_0: leading 1.563947, corrected 1.605594, reference 1.602482
  G_0: leading 0.303694, corrected 0.358893, reference 0.361883
t = -1: rho = 17.28558, r = 172.8558 bohr
  F_0: leading 0.395082, corrected 0.371742, reference 0.369190
  G_0: leading 3.525924, corrected 3.504127, reference 3.511434
Turning-point values (dimensionless)
eta=2: F_0=0.7751972, Airy 0.7928316; G_0=1.3974834, Airy 1.3732246
  rel. deviation from Airy: F -2.224e-02, G +1.767e-02; after first corr.: F -2.560e-03, G -2.016e-03
eta=5: F_0=0.9179449, Airy 0.9236433; G_0=1.6085246, Airy 1.5997971
  rel. deviation from Airy: F -6.169e-03, G +5.455e-03; after first corr.: F -3.687e-04, G -3.454e-04
eta=10: F_0=1.0342745, Airy 1.0367545; G_0=1.7996876, Airy 1.7957115
  rel. deviation from Airy: F -2.392e-03, G +2.214e-03; after first corr.: F -9.012e-05, G -8.784e-05
eta=20: F_0=1.1626285, Airy 1.1637176; G_0=2.0174148, Airy 2.0156180
  rel. deviation from Airy: F -9.359e-04, G +8.914e-04; after first corr.: F -2.234e-05, G -2.211e-05
eta=40: F_0=1.3057480, Airy 1.3062289; G_0=2.2632624, Airy 2.2624547
  rel. deviation from Airy: F -3.681e-04, G +3.570e-04; after first corr.: F -5.567e-06, G -5.545e-06
Powers of eta measured between eta = 10 and 40
values: F 0.16813, G 0.16533
deviation from Airy: F -1.3500, G -1.3164
after first corr.: F -2.0085, G -1.9928
Error orders in eps for |t| <= 1.5, eta = 20 and 80
leading: F 0.968, G 1.118
corrected: F 1.965, G 2.055
checks complete
```
